# Conductance of a normal–superconductor junction from its transmission eigenvalues

## What dimensions and symmetry fix

A phase-coherent normal conductor N connects a normal reservoir to a superconductor S. We seek its linear conductance at zero temperature and zero magnetic field. The charge $e$ and Planck's constant $h$ form one conductance, $e^2/h$, so the answer is $e^2/h$ times a pure number. The gap $\Delta$ can enter this number only through ratios. In linear response the excitation energy $\varepsilon$, measured from the Fermi level, is zero, so $\varepsilon/\Delta=0$. We also take $\Delta/E_F\to0$. What remains is the scattering matrix of N at the Fermi energy.

Let side 1 of N face the reservoir and side 2 face S. With flux-normalized mode amplitudes and $N$ modes per side, not counting spin,

$$
s=\begin{pmatrix} r_{11}&t_{12}\\ t_{21}&r_{22}\end{pmatrix},\qquad ss^\dagger=1,\qquad s=s^T .
$$

The last relation expresses time-reversal symmetry for spin-independent scattering. It holds when incoming modes are the time reverses of outgoing ones. A unitary change $U$ of the outgoing modes on side 1 and $V$ on side 2 then gives $t_{21}\to Vt_{21}U^T$. We can choose $U$ and $V$ to make $t_{21}$ diagonal, with entries $\sqrt{T_n}$. The numbers $T_n$ are the eigenvalues of $t_{21}t_{21}^\dagger$.

In this basis $r_{22}r_{22}^\dagger=R$, where $R$ is diagonal with entries $R_n=1-T_n$. Since $r_{22}$ is symmetric, $r_{22}^\dagger r_{22}=(r_{22}r_{22}^\dagger)^*=R$ too. Hence $r_{22}R=r_{22}r_{22}^\dagger r_{22}=Rr_{22}$, and $r_{22}$ is diagonal if the $T_n$ differ. Equal values follow by continuity. If reflection at S preserves the modes, each $n$ is a separate problem, and

$$
G_{NS}=\frac{e^2}{h}\sum_n F(T_n),\qquad F(0)=0 .
$$

Symmetry does not determine $F$. For that we need the reflection phase at S.

## Electrons and holes

Let $H$ be the one-particle Hamiltonian. In mean-field theory the electron amplitude $u$ and hole amplitude $v$ obey the Bogoliubov–de Gennes equations

$$
(H-E_F)u+\Delta e^{i\phi}v=\varepsilon u,\qquad
\Delta e^{-i\phi}u-(H^*-E_F)v=\varepsilon v .
$$

A spin-singlet superconductor couples an electron of one spin to a hole in the opposite spin band. There are two such sectors. They differ by the sign of $\Delta$, which does not affect probabilities.

In N we set $\Delta=0$. Conjugating the second equation gives $(H-E_F)v^*=-\varepsilon v^*$, so $v^*$ is an electron wave at energy $-\varepsilon$. A hole wave $e^{ikx}$ with $k>0$ moves to the left, as does the electron wave $e^{-ikx}$ obtained by conjugation. Incoming waves therefore stay incoming. The conjugated amplitudes are related by $s(-\varepsilon)$, and the hole scattering matrix is $s^*(-\varepsilon)$.

## The Andreev phase

Let S occupy $x>0$, with the same band and modes as N and no barrier at the interface. For one mode with longitudinal wavenumber $k$ and speed $v_F$, let $\xi$ be the normal-state energy of a wave relative to $E_F$. The two equations require

$$
(\varepsilon-\xi)(\varepsilon+\xi)=\Delta^2,\qquad
\xi=\pm i\Omega,\qquad \Omega=\sqrt{\Delta^2-\varepsilon^2}.
$$

For $|\varepsilon|<\Delta$ the waves in S are evanescent. Near $+k$, $\xi\simeq\hbar v_F(q-k)$, so decay into S requires $\operatorname{Im}q>0$ and hence $\xi=+i\Omega$. The first Bogoliubov–de Gennes equation then gives

$$
\frac vu=\frac{\varepsilon-i\Omega}{\Delta}e^{-i\phi}
=\alpha e^{-i\phi},\qquad
\alpha=e^{-i\arccos(\varepsilon/\Delta)} .
$$

On the normal side, an electron $e^{ikx}$ arrives and a hole with nearly the same wavenumber leaves. Continuity of $u$ and $v$ fixes the hole amplitude as $\alpha e^{-i\phi}$. The derivatives are then also continuous to leading order in $\Delta/E_F$, so no reflected electron is needed. This is ideal Andreev reflection. It requires $\Delta$ to be small also compared with the mode's longitudinal kinetic energy, and so fails for nearly grazing modes.

For an incoming hole, the waves lie near $-k$, where $\xi\simeq-\hbar v_F(q+k)$. Decay now selects $\xi=-i\Omega$, and $v/u=\alpha^*e^{-i\phi}$. The outgoing electron amplitude is the inverse ratio, $u/v=\alpha e^{i\phi}$. The superconducting phase cancels over a pair of conversions, but $\alpha^2$ remains. At $\varepsilon=0$, $\alpha=-i$ and $\alpha^2=-1$.

## Adding normal scattering

An electron vector $a$ enters from the reservoir. Let $c_e$ be the electron amplitudes leaving N toward S. They contain the transmitted wave and electrons returned after two Andreev reflections:

1. Electrons $c_e$ become holes $\alpha e^{-i\phi}c_e$ moving toward N.
2. N reflects these holes with $r_{22}^*(-\varepsilon)$.
3. S converts them to electrons, giving a factor $\alpha e^{i\phi}$.
4. N reflects the electrons with $r_{22}(\varepsilon)$.

Therefore

$$
c_e=t_{21}(\varepsilon)a+\alpha^2r_{22}(\varepsilon)r_{22}^*(-\varepsilon)c_e .
$$

Solving for $c_e$ and transmitting the resulting holes to the reservoir gives

$$
r_{he}=\alpha e^{-i\phi}t_{12}^*(-\varepsilon)
\left[1-\alpha^2r_{22}(\varepsilon)r_{22}^*(-\varepsilon)\right]^{-1}
t_{21}(\varepsilon).
$$

At the Fermi energy this becomes

$$
r_{he}=-ie^{-i\phi}t_{12}^*(1+r_{22}r_{22}^*)^{-1}t_{21}.
$$

Time reversal has not yet been used in this scattering calculation. It gives $t_{12}=t_{21}^T$, so $t_{12}^*=t_{21}^\dagger$, and $r_{22}=r_{22}^T$, so $r_{22}^*=r_{22}^\dagger$. The lower diagonal block of $ss^\dagger=1$ gives $r_{22}r_{22}^\dagger=1-t_{21}t_{21}^\dagger$. Thus

$$
r_{he}=-ie^{-i\phi}t_{21}^\dagger(2-t_{21}t_{21}^\dagger)^{-1}t_{21}.
$$

Write the singular value decomposition $t_{21}=Q\tau W^\dagger$, with $Q,W$ unitary and $\tau=\mathrm{diag}(\sqrt{T_n})$. The inner factors of $Q$ cancel:

$$
r_{he}=-ie^{-i\phi}W\frac{\tau^2}{2-\tau^2}W^\dagger,
\qquad
\operatorname{Tr}r_{he}r_{he}^\dagger
=\sum_n\frac{T_n^2}{(2-T_n)^2}.
$$

For one mode the inverse is the sum of a geometric series over returns to S:

$$
|r_{he}|=T\left|1-R+R^2-\cdots\right|=\frac{T}{1+R}=\frac{T}{2-T}.
$$

The alternating signs come from $\alpha^2=-1$. Successive contributions interfere destructively, which suppresses Andreev reflection when the normal region reflects strongly.

## From probability to conductance

Let $R_{ee}=\operatorname{Tr}r_{ee}r_{ee}^\dagger$ and $R_{he}=\operatorname{Tr}r_{he}r_{he}^\dagger$. A one-dimensional mode supplies $d\varepsilon/h$ particles per unit time in an energy interval $d\varepsilon$, because its speed cancels against its density of states. We count excitations with $\varepsilon>0$ in both spin sectors. At zero temperature and bias $0<eV<\Delta$, the reservoir supplies electrons for $0<\varepsilon<eV$ and no holes. A reflected electron subtracts from the charge current. A reflected hole adds to it, since its charge and direction are both reversed. Hence

$$
I=\frac{2e}{h}\int_0^{eV}d\varepsilon\,[N-R_{ee}+R_{he}] .
$$

No quasiparticle propagates into a long superconductor below the gap, so $R_{ee}+R_{he}=N$. The bracket is $2R_{he}$. Differentiating at zero bias gives Beenakker's formula:

$$
\boxed{G_{NS}=\frac{4e^2}{h}\sum_n\frac{T_n^2}{(2-T_n)^2}}
$$

One factor of two counts spin. The other counts the charge $2e$ passed to the condensate in each Andreev reflection.

## Limits and comparison with the normal state

With S in its normal state and the same $T_n$, the conductance is $G_N=(2e^2/h)\sum_nT_n$. For one mode,

$$
\frac{G_{NS}}{G_N}=\frac{2T}{(2-T)^2}.
$$

At $T=1$ the ratio is 2: the conductance rises from $2e^2/h$ to $4e^2/h$. For $T\ll1$ the Andreev probability is $T^2/4$ and $G_{NS}\simeq(e^2/h)T^2$. In the series for $|r_{he}|$, the electron's entry and the hole's exit give a factor $T$, and the alternating returns sum to about one half. The probability is therefore quadratic in $T$. Two crossings alone would not ensure this: if the returns added in phase, the probability would be one. The ratio is 0.055 at $T=0.1$, 0.44 at $T=0.5$ and 1.49 at $T=0.9$. It equals one when $T^2-6T+4=0$. The root below one is $T=3-\sqrt5\simeq0.764$, so a single mode gains conductance only above this transmission.

A many-mode conductor can behave differently from a mode with its average transmission. Write $T=1/\cosh^2x$ and suppose that the values of $x$ have uniform density $\rho$ from zero to effectively infinity, the leading-order distribution for a diffusive wire. Then $T/(2-T)=1/(2\cosh^2x-1)=1/\cosh2x$, and

$$
\sum_nT_n\simeq\rho\int_0^\infty\frac{dx}{\cosh^2x}=\rho,\qquad
2\sum_n\frac{T_n^2}{(2-T_n)^2}
\simeq2\rho\int_0^\infty\frac{dx}{\cosh^22x}=\rho .
$$

For this distribution $G_{NS}=G_N$ at leading order. The gain of the open modes balances the loss of the others.

## Finite energy

Consider one mode whose $T$ varies little between $-\varepsilon$ and $\varepsilon$, with negligible path length between the scatterer and S. Put $\theta=\arccos(\varepsilon/\Delta)$. Then

$$
|1-\alpha^2R|^2=1+R^2-2R\cos2\theta
=(1+R)^2-4R\frac{\varepsilon^2}{\Delta^2},
$$

where $\cos2\theta=2\varepsilon^2/\Delta^2-1$. The Andreev probability is

$$
A(\varepsilon)=\frac{T^2}{(2-T)^2-4(1-T)\varepsilon^2/\Delta^2}.
$$

It rises to one as $\varepsilon\to\Delta$ for any $T>0$, because there $\alpha^2\to1$ and the repeated contributions add in phase. For $T<1$ the zero-bias formula therefore cannot be used throughout the gap.

If the scatterer is a distance $d$ from S, a round trip as an electron gives phase $2k_ed$ and one as a hole gives $-2k_hd$. Since $k_e-k_h\simeq2\varepsilon/\hbar v_F$, the total is $4\varepsilon d/\hbar v_F$. Unless $T=1$, this phase must also be small for the zero-energy result to apply.

## Magnetic field and spin-orbit coupling

In a magnetic field $s$ need not be symmetric. If Zeeman splitting is negligible, as we assume here, the matrix formula for $r_{he}$ survives, but $r_{22}r_{22}^*$ need not equal $r_{22}r_{22}^\dagger$. A two-mode example shows the consequence:

$$
s=\begin{pmatrix}\sqrt R\,J&\sqrt T\,1\\ \sqrt T\,1&\sqrt R\,J\end{pmatrix},
\qquad J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.
$$

This matrix is unitary because $JJ^\dagger=1$ and $J+J^\dagger=0$. Both transmission eigenvalues are $T$. Since $J^*=J$ and $J^2=-1$, however, $1+r_{22}r_{22}^*=1-R=T$. Both Andreev probabilities are therefore one for any $T>0$, not $T^2/(2-T)^2$. With just one mode, $r_{22}r_{22}^*=|r_{22}|^2$ is a number and $|t_{12}|=|t_{21}|$ by unitarity. The one-mode formula then survives broken time reversal, provided the field leaves Andreev reflection at S unchanged.

Spin-orbit coupling preserves time reversal but requires spin in the matrices. Let $J$ now act on spin in every mode. In a basis of time-reversed holes, the hole matrix is $Js^*J^T$, while time reversal requires $s=Js^TJ^T$. Taking the adjoint gives $s^\dagger=Js^*J^T$. The hole blocks are thus $r_{22}^\dagger$ and $t_{21}^\dagger$, and the previous algebra applies. The matrix $r_{22}J$ is antisymmetric, so its singular values occur in equal pairs. The $T_n$ do too, and counting each pair once restores the boxed formula.

## A point contact in an InAs well

Take a quantum point contact in an InAs quantum well, facing a part of the well that an epitaxial Al film makes superconducting. The parameters are rough typical values: effective mass $0.03\,m_e$, electron density $n_s=5\times10^{11}\,\mathrm{cm^{-2}}$ and induced gap 0.20 meV. For a spin-degenerate parabolic band, $k_F=\sqrt{2\pi n_s}=0.177\,\mathrm{nm^{-1}}$, $E_F=39.9$ meV and $\hbar v_F=450$ meV nm.

Near its narrowest point the contact has the saddle potential $V_0-m\omega_x^2x^2/2+m\omega_y^2y^2/2$. The motion separates, and mode $n=0,1,2,\ldots$ meets a parabolic barrier with top $V_0+(n+\tfrac12)\hbar\omega_y$. Let $\eta$ be the energy above this top divided by $\hbar\omega_x$, and $X=x\sqrt{m\omega_x/\hbar}$. Then $\psi''+(X^2+2\eta)\psi=0$. At large positive $X$ the transmitted wave is $tX^{i\eta-1/2}e^{iX^2/2}$. Continue it through the upper half-plane to $X=|X|e^{i\pi}$. Its exponential dominates in the second quadrant, so its coefficient is retained. It becomes the reflected wave, with amplitude $r=-ite^{-\pi\eta}$. Combining $|r|^2=|t|^2e^{-2\pi\eta}$ with $|r|^2+|t|^2=1$ gives

$$
T=\frac1{1+e^{-2\pi\eta}}.
$$

Choose $E_F-V_0=9.5$ meV, $\hbar\omega_y=6.0$ meV and $\hbar\omega_x=2.5$ meV. The barrier tops lie 3.0, 9.0 and 15.0 meV above $V_0$.

- Mode 0 has $\eta=6.5/2.5=2.6$, so $T_0\simeq1$ and its Andreev probability is nearly 1.
- Mode 1 has $\eta=0.5/2.5=0.2$, so $T_1=0.778$. Its Andreev probability is $(0.7784/1.2216)^2=0.406$.
- Mode 2 has $T_2\simeq1\times10^{-6}$ and is negligible.

With $2e^2/h=77.48\,\mu\mathrm S$,

$$
G_N=77.48(1+0.778)=138\,\mu\mathrm S,
$$

$$
G_{NS}=2(77.48)(1+0.406)=218\,\mu\mathrm S .
$$

The ratio is 1.58. Almost all the gain comes from mode 0. Mode 1 lies just above the crossover at 0.764 and gains 4%.

## How far the idealizations matter

Real devices need not have the perfect interface assumed here. Suppose that it transmits 95% of each mode without mixing modes. Summing normal reflections between contact and interface gives a total transmission between

$$
\frac{0.95\,T}{\left(1+\sqrt{0.05(1-T)}\right)^2}
\quad\text{and}\quad
\frac{0.95\,T}{\left(1-\sqrt{0.05(1-T)}\right)^2},
$$

depending on the path phase. Mode 0 falls to 0.95 and its Andreev probability to $(0.95/1.05)^2=0.82$. Mode 1 can have total transmission from 0.61 to 0.92. The conductance then lies between 156 and 241 $\mu$S, or 28% below to 11% above the ideal value. At fixed contact settings, a small interface reflection can thus matter more than the temperature and bias considered next.

Let the contact be 100 nm from S. For these two effects we use the general one-mode probability with $T(\pm\varepsilon)$ and the path phase. We neglect the energy dependence of the contact's own reflection phase and take $v_F$ for every mode. At 50 mK, where $k_BT=4.3\,\mu$eV, numerical averaging over the thermal weight $-\partial f/\partial\varepsilon$, with $f$ the Fermi function, raises $G_{NS}$ by 0.03%. If the saddle potential stays fixed relative to S, a 10 $\mu$V bias raises the zero-temperature differential conductance by 0.05%. These figures are estimates: mode 1 is slow near the saddle, and continuing the saddle potential over the whole 100 nm, with its reflection phase included, gives about 0.05% and 0.08% instead. These values assume a constant gap; the energy-dependent pairing from the Al film, described below, raises them to about 0.06% and 0.10%. In a real contact the bias also shifts the saddle by some fraction of $eV$, which changes $T_1$ at first order in $V$. For a shift of $eV/2$ this adds a change of about 0.5% at 10 $\mu$V, a decrease when the bias raises the barrier and an increase when it lowers it. Normal reflection at S, of order the pairing strength over the mode's kinetic energy, also shifts $G_{NS}$ itself, here by roughly 0.1% for the constant gap and 0.4% for the Al pairing. All these effects stay below one percent in this example.

Other conditions concern the material and geometry. For the constant pair potential used here, the evanescent amplitude in S decays over $\hbar v_F/\Delta\simeq2.3\,\mu$m at the Fermi energy, and the superconducting part should be several times longer. In a real well the pairing comes from the Al film. At the Fermi energy its strength is set by the coupling to the film and exceeds the induced gap, so the decay is shorter. With uniform coupling and an Al gap of 0.23 meV, the length is about 0.6 $\mu$m. A mobility of $10^5\,\mathrm{cm^2/Vs}$ gives a mean free path $\hbar k_F\mu/e\simeq1.2\,\mu$m, well above 100 nm but comparable with these decay lengths. Disorder in S can therefore scatter electrons before they are converted and cause some normal reflection, which this example neglects. A residual field of 1 mT puts $0.0024\,h/e$ through a square of side 100 nm. For a rough $g$ factor of 10, its Zeeman splitting is 0.58 $\mu$eV, small compared with the gap. These two numbers concern only the contact and the spin. The wide superconducting part is more sensitive to a perpendicular field $B$. For a constant pair potential in a strip of width $w$ without vortices or appreciable screening, the current at the edge shifts excitation energies by up to $v_FeBw/2$. At 1 mT and $w=1\,\mu$m this is 0.34 meV, already above the induced gap. For a strip 7 $\mu$m wide the shift reaches the gap near 0.08 mT, so the example assumes a field well below that. Rashba coupling mixes neighboring modes through the transverse momentum. For a coefficient $\lambda=10$ meV nm, the matrix element divided by the mode spacing is $\lambda/(\sqrt2\,\ell_y\hbar\omega_y)=0.06$ between modes 0 and 1 and $\lambda/(\ell_y\hbar\omega_y)=0.08$ between modes 1 and 2, where $\ell_y=\sqrt{\hbar/m\omega_y}$. Such mixing can shift the $T_n$ without invalidating the formula that uses them.
